# Why dropping imaginary modes makes the harmonic free energy dive and jump: test program

```python
"""
Result under test: at T > 0 a harmonic mode contributes
    F = kT ln(2 sinh(h nu / 2 kT)),
which tends to minus infinity as nu -> 0+. Discarding the mode once nu^2 < 0
sets its contribution to zero, so a finite mode sum jumps. A quartic
potential V(x) = K x^2/2 + b x^4/4 has a finite, smooth free energy instead.
In three dimensions the jump per cell vanishes for an infinitely dense q mesh.

Symbols: nu frequency (THz, negative means imaginary), T temperature (K),
K stiffness (eV/nm^2), b quartic coefficient (eV/nm^4), x displacement (nm),
M mode mass. Energies are in eV internally and printed in meV.
Model inputs are rough values in the regime of the cubic-hafnia oxygen mode.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh
from scipy.optimize import brentq
from scipy.special import gamma, ive

EV = const.e
KB = const.k / EV                         # eV/K
H_THZ = const.h * 1e12 / EV               # eV per THz
MASS_U = 4 * 16.0                         # four oxygen atoms, rounded mass
MASS = MASS_U * const.atomic_mass         # kg
HBAR2_OVER_M = const.hbar**2 / MASS / EV * 1e18   # eV nm^2

T_ANNEAL, T_ROOM = 773.0, 300.0
NU_UNSTABLE = 5.0                         # THz, magnitude
WELL_POSITION = 0.025                     # nm
NU_CUT = 0.01                             # THz, smallest retained frequency


def stiffness(nu):
    """Signed stiffness in eV/nm^2 from a signed frequency in THz."""
    return np.sign(nu) * MASS * (2 * np.pi * nu * 1e12)**2 * 1e-18 / EV


K0 = stiffness(NU_UNSTABLE)
B = K0 / WELL_POSITION**2
kT = KB * T_ANNEAL
kT_room = KB * T_ROOM


def f_mode(nu, temperature):
    """Closed harmonic free energy for real nu > 0, in eV."""
    y = H_THZ * nu / (KB * temperature)
    return KB * temperature * (y / 2 + np.log(-np.expm1(-y)))


def f_discard(nu, temperature):
    """Usual discard rule: an imaginary mode contributes nothing."""
    return f_mode(nu, temperature) if nu > 0 else 0.0


def x2_harmonic(nu, temperature):
    """Harmonic mean square displacement in nm^2."""
    y = H_THZ * nu / (KB * temperature)
    return HBAR2_OVER_M / (2 * H_THZ * nu) / np.tanh(y / 2)


def level_sum(nu, temperature):
    """Free and internal energy from an explicit sum over levels."""
    thermal = KB * temperature
    count = int(45 * thermal / (H_THZ * nu)) + 50
    energy = H_THZ * nu * (np.arange(count) + 0.5)
    weight = np.exp(-energy / thermal)
    z = weight.sum()
    return -thermal * np.log(z), (energy * weight).sum() / z


def solve_well(k, b, half_width=0.09, points=361):
    """Levels and level averages of x^2 on a sinc grid."""
    x = np.linspace(-half_width, half_width, points)
    dx = x[1] - x[0]
    idx = np.arange(points)
    diff = idx[:, None] - idx[None, :]
    safe = np.where(diff == 0, 1, diff)
    kinetic = np.where(diff == 0, np.pi**2 / 3,
                       2.0 * (1 - 2 * (np.abs(diff) % 2)) / safe**2)
    ham = HBAR2_OVER_M / 2 * kinetic / dx**2
    ham = ham + np.diag(k * x**2 / 2 + b * x**4 / 4)
    energy, vec = eigh(ham)
    return energy, (x**2) @ (vec**2)


def thermal_well(k, b, temperature):
    """Free energy (eV) and mean square displacement (nm^2)."""
    energy, x2 = solve_well(k, b)
    thermal = KB * temperature
    weight = np.exp(-(energy - energy[0]) / thermal)
    z = weight.sum()
    return energy[0] - thermal * np.log(z), (weight * x2).sum() / z


# Harmonic formula against level sums, including very soft modes.
for nu in (10.0, 1.0, 0.1, 0.01, 0.001):
    assert abs(level_sum(nu, T_ANNEAL)[0] - f_mode(nu, T_ANNEAL)) < 1e-8
decade = level_sum(0.01, T_ANNEAL)[0] - level_sum(0.001, T_ANNEAL)[0]
assert abs(decade - kT * np.log(10)) < 1e-7
y_one = H_THZ / kT
series = kT * (np.log(y_one) + y_one**2 / 24)
assert abs(level_sum(1.0, T_ANNEAL)[0] - series) < 1e-8
f_soft, u_soft = level_sum(NU_CUT, T_ANNEAL)
assert abs(u_soft - kT) < 1e-6

# Harmonic energy and displacement against diagonalization.
f_grid, x2_grid = thermal_well(K0, 0.0, T_ANNEAL)
assert abs(f_grid - f_mode(NU_UNSTABLE, T_ANNEAL)) < 1e-6
assert abs(x2_grid / x2_harmonic(NU_UNSTABLE, T_ANNEAL) - 1) < 1e-4
# Near zero temperature only the zero-point energy is left.
f_cold = thermal_well(K0, 0.0, 4.0)[0]
assert abs(f_cold - H_THZ * NU_UNSTABLE / 2) < 1e-7

# A real frequency whose free energy equals that of a discarded mode.
nu_equal = brentq(lambda v: level_sum(v, T_ANNEAL)[0], 5.0, 40.0)
assert abs(nu_equal - 2 * np.arcsinh(0.5) * kT / H_THZ) < 1e-6

# First quartic correction for a stiff mode.
nu_stiff = 10.0
f_stiff = thermal_well(stiffness(nu_stiff), B, T_ANNEAL)[0]
shift_exact = f_stiff - f_mode(nu_stiff, T_ANNEAL)
shift_first = 0.75 * B * x2_harmonic(nu_stiff, T_ANNEAL)**2
assert 0 < shift_exact < shift_first
assert abs(shift_exact / shift_first - 1) < 0.08

# Finite free energy and finite slope at zero stiffness.
f_zero, x2_zero = thermal_well(0.0, B, T_ANNEAL)
z_classical = (np.sqrt(kT / (2 * np.pi * HBAR2_OVER_M))
               * (4 * kT / B)**0.25 * gamma(0.25) / 2)
f_zero_classical = -kT * np.log(z_classical)
quantum_estimate = HBAR2_OVER_M * 3 * B * x2_zero / (24 * kT)
assert abs(f_zero - f_zero_classical - quantum_estimate) < 2e-5
dk = 5.0
slope = (thermal_well(dk, B, T_ANNEAL)[0]
         - thermal_well(-dk, B, T_ANNEAL)[0]) / (2 * dk)
assert abs(slope / (x2_zero / 2) - 1) < 1e-3
f_plus = thermal_well(stiffness(NU_CUT), B, T_ANNEAL)[0]
f_minus = thermal_well(stiffness(-NU_CUT), B, T_ANNEAL)[0]
assert abs(f_plus - f_minus) < 1e-6


# Expansion about the displaced minima; it must improve for deeper wells.
def f_two_wells(k, temperature):
    nu = NU_UNSTABLE * np.sqrt(abs(k) / K0)
    return (-k**2 / (4 * B) + f_mode(np.sqrt(2) * nu, temperature)
            - KB * temperature * np.log(2))


f_well_room = thermal_well(-K0, B, T_ROOM)[0]
f_well_local = f_two_wells(-K0, T_ROOM)
error_shallow = abs(f_well_room - f_well_local)
error_deep = abs(thermal_well(-2 * K0, B, T_ROOM)[0]
                 - f_two_wells(-2 * K0, T_ROOM))
assert error_shallow < 0.15 * kT_room
assert error_deep < 0.5 * error_shallow

# Model crystal: nu^2 = a + c (6 - 2 sum cos q), top at 10 THz for a = 0.
NU_TOP = 10.0
C = NU_TOP**2 / 12


def mesh_average(a, n, offset=0.0):
    """Discard-rule free energy per cell on an n^3 mesh."""
    band = 2 - 2 * np.cos(2 * np.pi * (np.arange(n) + offset) / n)
    nu2 = a + C * (band[:, None, None] + band[None, :, None]
                   + band[None, None, :])
    kept = np.sqrt(nu2[nu2 > 0])
    return f_mode(kept, T_ANNEAL).sum() / n**3


mesh_jumps = []
for n in (1, 2, 4, 8):
    jump = mesh_average(-NU_CUT**2, n) - mesh_average(NU_CUT**2, n)
    assert abs(jump + f_mode(NU_CUT, T_ANNEAL) / n**3) < 1e-6
    mesh_jumps.append((n, jump))


def laplace_integrand(t):
    return (np.exp(-t) - ive(0, 2 * t)**3) / t


mean_log = (quad(laplace_integrand, 0, 1)[0]
            + quad(laplace_integrand, 1, np.inf)[0])
f_infinite = kT * (np.log(H_THZ * np.sqrt(C) / kT) + mean_log / 2
                   + 6 * C * (H_THZ / kT)**2 / 24)
f_offset = mesh_average(0.0, 48, 0.5)
assert abs(f_infinite - f_offset) < 2e-5
gap_wide = abs(mesh_average(-1.0, 64, 0.5) - mesh_average(1.0, 64, 0.5))
gap_near = abs(mesh_average(-0.25, 64, 0.5) - mesh_average(0.25, 64, 0.5))
assert gap_near < 0.4 * gap_wide

# Sizes of effects outside the one-mode model, and the tunnel splitting.
line = quad(lambda u: 2 * np.exp(-u**4), 0, 5)[0]
sphere = quad(lambda u: 4 * np.pi * u**2 * np.exp(-u**4), 0, 5)[0]
coupling_shift = -kT * (np.log(sphere) / 3 - np.log(line))
nu_local = np.sqrt(6 * C)
neighbour_shift = thermal_well(stiffness(nu_local), B, T_ANNEAL)[0] - f_zero
well_levels = solve_well(-K0, B)[0]
splitting = well_levels[1] - well_levels[0]
assert 0 < splitting < 1e-3 * kT_room

print("INPUTS (rough hafnia-like model values)")
print(f"mode mass: {MASS_U:.0f} u")
print(f"imaginary frequency, magnitude: {NU_UNSTABLE:.1f} THz")
print(f"well position: {WELL_POSITION:.3f} nm")
print(f"anneal and room temperature: {T_ANNEAL:.0f} K, {T_ROOM:.0f} K")
print(f"stiffness magnitude K0: {K0:.1f} eV/nm^2")
print(f"quartic coefficient b: {B:.4e} eV/nm^4")
print(f"well depth per cell: {1e3 * K0**2 / (4 * B):.1f} meV")
print(f"kT at 773 K and 300 K: {1e3*kT:.2f} meV, {1e3*kT_room:.2f} meV")
print("FREE ENERGY PER CELL AT 773 K")
print("nu (THz; negative = imaginary) | discard rule (meV) | quartic (meV)")
for nu in (10, 5, 2, 1, 0.1, 0.01, -0.01, -1, -2, -5):
    f_quartic = thermal_well(stiffness(nu), B, T_ANNEAL)[0]
    print(f"{nu:7.2f} | {1e3*f_discard(nu, T_ANNEAL):9.2f}"
          f" | {1e3*f_quartic:9.2f}")
print("ANALYSIS AT 773 K UNLESS STATED")
print(f"drop per decade of softening: {1e3*decade:.2f} meV")
print(f"internal energy at 0.01 THz: {1e3*u_soft:.2f} meV")
print(f"T times entropy at 0.01 THz: {1e3*(u_soft-f_soft):.2f} meV")
print(f"harmonic F at 0.01 THz, 300 K: {1e3*f_mode(NU_CUT, T_ROOM):.2f} meV")
print(f"real frequency with F = 0: {nu_equal:.2f} THz")
rms_soft = np.sqrt(x2_harmonic(0.1, T_ANNEAL))
print(f"harmonic rms displacement at 0.1 THz: {rms_soft:.3f} nm")
print(f"quartic rms displacement at K = 0: {np.sqrt(x2_zero):.4f} nm")
print(f"quartic shift at 10 THz, diagonalized: {1e3*shift_exact:.3f} meV")
print(f"quartic shift at 10 THz, first order: {1e3*shift_first:.3f} meV")
print(f"F at K = 0, diagonalized: {1e3*f_zero:.2f} meV")
print(f"F at K = 0, classical: {1e3*f_zero_classical:.2f} meV")
print(f"double well at 300 K, diagonalized: {1e3*f_well_room:.2f} meV")
print(f"double well at 300 K, local harmonic: {1e3*f_well_local:.2f} meV")
print(f"zero-point energy at 5 THz (T near 0): {1e3*f_cold:.2f} meV")
print("MODEL CRYSTAL AT 773 K")
print(f"top of band at a = 0: {NU_TOP:.1f} THz")
for n, jump in mesh_jumps:
    print(f"jump per cell, {n}x{n}x{n} mesh: {1e3*jump:.3f} meV")
print(f"infinite mesh at a = 0, Laplace: {1e3*f_infinite:.3f} meV")
print(f"offset 48x48x48 mesh at a = 0: {1e3*f_offset:.3f} meV")
print(f"dense-mesh change, a = +1 to -1 THz^2: {1e3*gap_wide:.3f} meV")
print(f"same, a = +0.25 to -0.25 THz^2: {1e3*gap_near:.3f} meV")
print("SIZES OF OTHER EFFECTS")
print(f"coupling to two equal modes, per mode: {1e3*coupling_shift:.2f} meV")
print(f"local frequency, neighbours fixed: {nu_local:.2f} THz")
print(f"neighbour stiffening at a = 0: {1e3*neighbour_shift:.2f} meV")
print(f"quantum correction at K = 0: {1e3*(f_zero-f_zero_classical):.3f} meV")
print(f"tunnel splitting in double well: {1e3*splitting:.2e} meV")
print("finished without a failed check")
```

Printed output:

```
INPUTS (rough hafnia-like model values)
mode mass: 64 u
imaginary frequency, magnitude: 5.0 THz
well position: 0.025 nm
anneal and room temperature: 773 K, 300 K
stiffness magnitude K0: 654.7 eV/nm^2
quartic coefficient b: 1.0475e+06 eV/nm^4
well depth per cell: 102.3 meV
kT at 773 K and 300 K: 66.61 meV, 25.85 meV
FREE ENERGY PER CELL AT 773 K
nu (THz; negative = imaginary) | discard rule (meV) | quartic (meV)
  10.00 |    -30.68 |    -30.16
   5.00 |    -77.66 |    -72.02
   2.00 |   -138.92 |   -101.15
   1.00 |   -185.12 |   -107.24
   0.10 |   -338.51 |   -109.41
   0.01 |   -491.89 |   -109.43
  -0.01 |      0.00 |   -109.43
  -1.00 |      0.00 |   -111.71
  -2.00 |      0.00 |   -119.13
  -5.00 |      0.00 |   -211.22
ANALYSIS AT 773 K UNLESS STATED
drop per decade of softening: 153.38 meV
internal energy at 0.01 THz: 66.61 meV
T times entropy at 0.01 THz: 558.50 meV
harmonic F at 0.01 THz, 300 K: -166.43 meV
real frequency with F = 0: 15.50 THz
harmonic rms displacement at 0.1 THz: 0.504 nm
quartic rms displacement at K = 0: 0.0131 nm
quartic shift at 10 THz, diagonalized: 0.521 meV
quartic shift at 10 THz, first order: 0.541 meV
F at K = 0, diagonalized: -109.43 meV
F at K = 0, classical: -109.65 meV
double well at 300 K, diagonalized: -117.60 meV
double well at 300 K, local harmonic: -115.66 meV
zero-point energy at 5 THz (T near 0): 10.34 meV
MODEL CRYSTAL AT 773 K
top of band at a = 0: 10.0 THz
jump per cell, 1x1x1 mesh: 491.890 meV
jump per cell, 2x2x2 mesh: 61.486 meV
jump per cell, 4x4x4 mesh: 7.686 meV
jump per cell, 8x8x8 mesh: 0.961 meV
infinite mesh at a = 0, Laplace: -58.244 meV
offset 48x48x48 mesh at a = 0: -58.245 meV
dense-mesh change, a = +1 to -1 THz^2: 1.841 meV
same, a = +0.25 to -0.25 THz^2: 0.466 meV
SIZES OF OTHER EFFECTS
coupling to two equal modes, per mode: 9.69 meV
local frequency, neighbours fixed: 7.07 THz
neighbour stiffening at a = 0: 56.97 meV
quantum correction at K = 0: 0.219 meV
tunnel splitting in double well: 2.61e-06 meV
finished without a failed check
```
